Why thicker metal films lose their quantum-size oscillations faster on heating

**1. The fact to be explained**

Take a lead-like metal film, modelled by free electrons with a Fermi energy of 9.5 eV and layers 0.29 nm thick. Its free energy oscillates with thickness. Heating from 0 K to 300 K leaves 97% of the leading oscillation in a film of 10 layers, but only 45% in a film of 60 layers. Both films have the same k_BT, 25.85 meV, and the same Fermi energy, so the ratio k_BT/μ cannot explain the difference. What differs is the time an electron needs to cross the film and return.

The notes first find the oscillation of a cold film, then add thermal smearing, entropy, reflection delay, fixed electron number and phonon broadening one at a time.

**2. The cold film: a sharp edge makes the oscillation**

Assume independent electrons, a flat film, and motion along the film that is free with mass m. The energies are

E = E_n + ħ²k∥²/2m,

measured from the band bottom. Motion across the film is quantized by its round-trip phase φ, which includes the phases gained on reflection:

φ(E_n) = 2πn, n = 1, 2, 3, …

For hard walls a distance L apart, φ = 2kL. The chemical potential μ is held fixed for now.

Per unit area and with both spins, each subband has the constant density of states D = m/(πħ²). Its grand potential at zero temperature is

∫ D(E − μ) dE from E_n to μ = −(D/2)(μ − E_n)².

Now let n be continuous and define g(n) = −(D/2)(μ − E(n))² up to n_F, where E(n_F) = μ, and g = 0 beyond. Since φ is odd in k and E is even in k, g is even in n. Poisson summation over all integers, halved, gives

Σ_{n≥1} g(n) = ∫₀^∞ g dn − g(0)/2 + 2 Σ_{p≥1} ∫₀^{n_F} g cos(2πpn) dn.

The term −g(0)/2 appears because n = 0 is not a state. The first two terms are smooth in L. The last one oscillates.

Write q = 2πp and integrate by parts three times:

∫₀^{n_F} g cos(qn) dn = [g sin(qn)/q] + [g′ cos(qn)/q²] − [g″ sin(qn)/q³] + (1/q³)∫ g‴ sin(qn) dn.

At n = 0 the sines vanish, and g′ vanishes because g is even. At n_F both g and g′ = D(μ − E)E′ vanish. The first surviving boundary term contains

g″(n_F) = −D(dE/dn)².

From φ = 2πn we have dE/dn = 2π/(dφ/dE) = 2πħ/τ, with the round-trip time defined at μ by

τ = ħ dφ/dE.

Harmonic p is therefore

2D(2πħ/τ)² sin(2πpn_F)/(2πp)³ = (Dħ²/πτ²) sin(pφ_F)/p³,

where φ_F = φ(μ). Inserting D gives the cold result

Ω_osc(0) = (m/π²τ²) Σ_p sin(pφ_F)/p³.

For hard walls dφ/dE = 2L/(ħv_F), so τ = 2L/v_F. With μ = mv_F²/2 the prefactor becomes μ/(2π²L²). For 10 layers, L = 2.90 nm, this is 9.5 eV/(2π² × 8.41 nm²) = 57 meV/nm².

The next term of the integration by parts is smaller by |g‴/(qg″)|. For hard walls E ∝ n², so g‴(n_F) = −3DE′E″ and the ratio is 3/(2pk_F L). With k_F = 15.79 nm⁻¹ it is 3% for 10 layers. Direct level sums between 2.3 and 3.8 nm differ from the formula by up to about 4% of the largest oscillation in that range.

This step already settles a point about the cause. In the 10-layer film φ_F = 10 × 2.915π, more than 14 full turns. Electrons in the cold Fermi sea thus have widely different round-trip phases, and the oscillation is still undamped. At this order the deep electrons contribute only to the smooth part. The oscillation comes from the sharp cut-off at μ. In a flat film with sharp, fixed levels, heating can damp it only by blurring this cut-off.

**3. Thermal smearing: an average over cut-offs**

Keep the levels independent of temperature and let only the occupation f(E) = 1/(exp((E − μ)/k_BT) + 1) change. With total density of states ρ(E),

Ω(μ,T) = −k_BT ∫ ρ(E) ln(1 + exp((μ − E)/k_BT)) dE.

Let N₀(E) be the number of states below E. The energy derivative of the logarithm is −f/(k_BT), so one integration by parts gives

Ω = −∫ N₀(E) f(E) dE.

The cold grand potential with cut-off E obeys dΩ₀/dE = −N₀. A second integration by parts gives

Ω(μ,T) = ∫ (−f′(E)) Ω₀(E) dE.

The boundary terms vanish because there are no states at low energy and f decays at high energy. For this model the identity involves no approximation: the hot film is a weighted average of cold films whose cut-offs are spread over a few k_BT around μ. For 10 layers at 300 K the two sides, computed separately, agree to 8 × 10⁻¹¹ eV/nm².

Set ε = E − μ. Near the edge the phase is

φ(μ + ε) ≈ φ_F + ετ/ħ.

The slow change of the prefactor is dropped. Since −f′ is even in ε, the part of sin(pφ_F + pετ/ħ) that is odd in ε averages to zero. The rest is sin(pφ_F) times

I(s) = ∫ (−f′) exp(isε) dε, s = pτ/ħ, −f′ = 1/(4k_BT cosh²(ε/2k_BT)).

To evaluate I, compare the integral along the real axis with that along the line raised by 2πik_BT. On the raised line −f′ is unchanged, while the exponential is multiplied by exp(−2πk_BTs). The far vertical sides contribute nothing because −f′ decays. Hence

I(1 − exp(−2πk_BTs)) = 2πi × residue at ε = iπk_BT.

Put ε = iπk_BT + δ. Then cosh(ε/2k_BT) = i sinh(δ/2k_BT), so

−f′ = −(k_BT/δ²)(1 + terms of order δ²).

The residue is the coefficient of 1/δ, which comes from the linear term of exp(isδ). It equals −isk_BT exp(−πk_BTs). Therefore

I = 2πk_BTs exp(−πk_BTs)/(1 − exp(−2πk_BTs)) = πk_BTs/sinh(πk_BTs).

With

X = πk_BTτ/ħ,

the oscillation at temperature T is

Ω_osc(T) = (m/π²τ²) Σ_p [sin(pφ_F)/p³] · pX/sinh(pX).

For hard walls X = 2πLk_BT/(ħv_F). Thickness enters through the travel time: the same spread of cut-off energies makes a larger spread of phase in a thicker film.

**4. Reading the factor**

For small X, sinh X ≈ X + X³/6, so the factor is 1 − X²/6. The weight −f′ has variance π²(k_BT)²/3, hence the phase at the cut-off has variance X²/3, and half of that is the loss. For large X the factor tends to 2X exp(−X). The decay is then exponential, at the rate set by the pole of −f′ nearest to the real axis.

For 10 layers τ = 3.17 fs, and the phase changes by 0.1246 rad over k_BT. Thus X = π × 0.1246 = 0.391 and X/sinh X = 0.975. For 60 layers X is six times larger, 2.35, and the factor is 0.453. These are the two figures of the opening. The first harmonic extracted from the level sums gives the same values to within 0.0001.

With ħv_F = 1.203 eV nm, the length L/X at 300 K is 1.203/(2π × 0.02585) = 7.4 nm. The factor reaches one half at X = 2.18, which means L = 16 nm.

The factor applies to a harmonic, and a single film contains all of them. Going from 0 K to 300 K the level sum changes from −68.7 to −67.9 meV/nm² for 8 layers, a loss of 1%, but from 16.4 to 14.8 meV/nm² for 11 layers, a loss of 10%. For 11 layers φ_F = 32.07π, close to a whole number of turns. The first harmonic is then small, while the next few have the same sign and are damped by pX instead of X. This raises the relative loss. Corrections to the leading formula also matter near such a node, and the two shares have not been separated here.

The linear phase has its own condition. For hard walls φ ∝ √E, so d²φ/dE² = −τ/(2μħ). With ε of size πk_BT, the neglected phase is about (τ/4μħ)(πk_BT)² = X·πk_BT/(4μ). Both this and πk_BT/μ must be small. At 300 K πk_BT/μ is 0.009. Near 20 nm the largest error of the formula at 300 K is 1.2% of the largest oscillation.

**5. Isolating the cause with an artificial edge**

If the spread of phase at the cut-off is what damps, a spread with no thermal origin must do the same. Replace −f′ by a uniform distribution of cut-offs of width w. The average of exp(iετ/ħ) is then

sin(πr)/(πr), r = wτ/(2πħ),

where r is the number of turns covered. In a 20 nm film one turn is 0.189 eV. A half turn should leave 2/π = 0.637, and the level sums give 0.637. A full turn should leave nothing, and they give 0.0047.

The small remainder follows from the two approximations made above. Let s = τ/ħ and sw = 2π. The uniform averages are

⟨ε exp(isε)⟩ = i/s and ⟨ε² exp(isε)⟩ = −2/s².

The hard-wall prefactor grows as E, which contributes i/(μs). The phase curvature contributes (i/2)(−s/2μ)(−2/s²) = i/(2μs). The sum has magnitude 3/(2μs). With s = 2π/0.189 = 33.2 eV⁻¹ this is 0.0048, in agreement with the remainder.

**6. Entropy: the internal energy behaves differently**

The factor X/sinh X belongs to the grand potential. At fixed μ the entropy is S = −∂Ω/∂T, so

U − μN = Ω + TS = Ω − T ∂Ω/∂T.

This is the internal energy with every electron counted from μ, and it is what "internal energy" means below. At fixed μ, U alone also contains the oscillation of μN.

Let R = X/sinh X. Since X ∝ T, the first harmonic of U − μN carries

R − X dR/dX = X/sinh X − X/sinh X + X² cosh X/sinh² X = X² cosh X/sinh² X.

For small X this is (1 + X²/2)/(1 + X²/3) ≈ 1 + X²/6. The oscillation of the internal energy therefore first grows on heating. It peaks at 1.17 times its cold value at X = 1.61, returns to the cold value at X = 2.68, and then decays. For 60 layers the peak lies at 205 K, where the level sums also give 1.17, while the free-energy factor is 0.67. The difference, about 0.50 of the cold amplitude, is the oscillation of TS.

For the free energy, which decides stability at a given temperature, smearing thus suppresses the first harmonic at all X. For the internal energy it brings the first harmonic below its cold value only beyond X = 2.68.

**7. Reflection delay**

Real electrons penetrate the walls. Let the barrier have height V₀ above the band bottom and set k₀² = 2mV₀/ħ². Inside, near the left wall at x = 0, the wave is sin(kx + α). Outside it is proportional to exp(κx), with κ² = k₀² − k². Matching value and slope gives tan α = k/κ, hence sin α = k/k₀. Two equal walls give kL + 2α = πn, so

φ = 2kL + 4 arcsin(k/k₀), dφ/dk = 2L + 4/κ = 2(L + 2/κ).

The round-trip time, and with it X, is that of a film wider by 2/κ. A barrier 4 eV above μ adds 0.195 nm. A clear test needs X near 2, so the 10-layer film was taken at a formal 1500 K. The level sums give a damping of 0.526. The formula gives 0.525 with the delay and 0.564 without it. At 300 K the delay lowers the factor for 10 layers by only 0.003.

**8. Fixed electron number**

An isolated film keeps its electrons, not its chemical potential. Write Ω = Ω_s + w, smooth plus oscillating, and fix N = −Ω_s′(μ). The true chemical potential is μ + η. Expanding F = Ω + (μ + η)N, and dropping w″, gives

F = Ω_s + μN + w + η(Ω_s′ + N) + ηw′ − Cη²/2, C = −Ω_s″ = ∂N_s/∂μ.

The bracket vanishes by the choice of N. The condition N = −∂Ω/∂μ makes F stationary in η, so η = w′/C and

F_osc = w + w′²/(2C).

To first order the free-energy oscillation at fixed N equals that at fixed μ, and the damping carries over. For the whole layer numbers 8 to 13 at 300 K the largest difference is 1.1% of the largest oscillation. The term w′²/(2C) is largest where φ_F is close to a whole number of turns, and over all widths in this range the difference reaches about 3%.

Neutrality has a second consequence. The smooth electron number is k_F³L/(3π²) − Dμ/2, and Dμ/2 = k_F²/(4π). To hold the bulk number of electrons, the hard-wall box must be wider by the ratio 3π/(4k_F) = 0.149 nm. This shifts every φ_F by 3π/2. The example sets L equal to the layer stack, so it does not predict which layer numbers are stable.

**9. Phonons: the larger thermal loss**

So far each level has been sharp. Scattering by phonons gives it a width. Model this by a normalized Lorentzian of full width Γ in energy, the same for all states near the edge. The oscillation is then averaged once more:

∫ (Γ/2π) exp(isε)/(ε² + Γ²/4) dε = exp(−sΓ/2).

This follows from closing the contour above, where the pole at iΓ/2 has residue exp(−sΓ/2)/(2πi). Above the Debye temperature the width is proportional to T, and the coupling λ is defined here by Γ = 2πλk_BT. The first harmonic gains the factor

exp(−Γτ/2ħ) = exp(−λX).

The two averages are successive convolutions, so their factors multiply. This treats broadening as a spread of single-particle levels and leaves out any other change in the interaction energy.

For λ = 1 at 300 K, Γ = 162 meV. For 10 layers the factor is exp(−0.391) = 0.676, against 0.975 from the Fermi edge. Written as exponentials, the two factors are exp(−0.391) and exp(−0.025), so the exponents have a ratio of about 15. The reason is the behaviour at small X: the Lorentzian loss is linear in X, while the Fermi-edge loss is X²/6. For λ ≥ 1 the phonon factor is the stronger at every X, because sinh X/X is the average of exp(Xu) over u from −1 to 1 and so is smaller than exp(X).

**10. The contributions weighed, and the real case**

For the first harmonic of 10 layers at 300 K, smearing and linewidth together leave 0.659. Together they reach one half at 4.7 nm, where smearing alone would need 16 nm. A Fermi velocity 20% lower, at the same temperature and thickness, changes X/sinh X from 0.975 to 0.961.

Two further effects act differently. Thermal expansion of 3 × 10⁻⁵ per kelvin over 300 K would move the phase by 0.82 rad if k_F stayed fixed. A neutral film keeps its electrons, however, so k_F falls as the metal expands. For hard walls and equal expansion in all directions, k_F varies as 1/L and the phase 2k_FL does not move. If only the thickness grows, k_F varies roughly as L^(−1/3) and about two thirds of the fixed-k_F shift for that thickness change remain. A film held laterally by its substrate expands along the normal more than the free coefficient gives, for lead roughly twice as much or more, and the shift is then about 1 rad or somewhat larger. Such a shift moves the oscillation without damping it. If 10% of the area is one layer thicker and 10% one layer thinner, the first harmonic of the area average acquires the factor |0.8 + 0.2 cos(2.915π)| = 0.61, with the small change of prefactor ignored. For the complete oscillation, the cold level sums for 9, 10 and 11 layers give 0.48. This loss therefore exists at 0 K as well.

The parameters are rough values for lead films on a semiconductor. Lead couples strongly to phonons, with λ of order one, and its Debye temperature is roughly 100 K, so the linear width is a reasonable estimate at 300 K. Of the thermal effects treated here, the linewidth damps the 10-layer film most: measured against a cold film with sharp levels, it lowers the remaining amplitude from 0.975 to about 0.66. A real cold film does not have sharp levels in this sense. For a Debye spectrum with λ = 1 and a Debye temperature of 100 K, the coupling already removes about 4% at 0 K, so heating to 300 K leaves about 0.69 of the cold amplitude. Smearing alone would halve the first harmonic of the 10-layer film near 1670 K, far above the melting point of lead at roughly 600 K. In thin films of this kind at room temperature the Fermi edge is therefore a minor source of thermal damping. Its effect grows with thickness: it removes 15% of the first harmonic at L = ħv_F/(2πk_BT), which is 7.4 nm here, and half of it at 16 nm. Leakage of electrons into the substrate is not included. The numerical output below lists the level sums and the size of each effect.

Calculated quantities

```
Fermi energy 9.5 eV, layer spacing 0.29 nm, T 300 K
kB T = 25.85 meV; kF = 15.79 1/nm; hbar vF = 1.203 eV nm
vF = 1.828e+06 m/s
Thickness period pi/kF = 0.1990 nm
Phase step per layer 2 kF d = 2.915 pi
10 layers: L = 2.90 nm, tau = 3.17 fs
10 layers: phase change over kB T = 0.1246 rad
Cold-film average minus direct sum = 7.8e-11 eV/nm^2
Largest error of formula / largest oscillation:
  2.3-3.8 nm: 0.0394 at 0 K, 0.0401 at 300 K
  19.9-20.3 nm: 0.0052 at 0 K, 0.0122 at 300 K
Oscillation, meV/nm^2: layers, sum 0 K, sum 300 K, formula 300 K
   8   -68.67   -67.93   -65.96
   9    60.10    58.35    56.51
  10   -23.64   -23.29   -21.70
  11    16.42    14.84    13.37
  12     0.70     0.66     1.68
  13   -14.29   -12.60   -13.46
First harmonic at 300 K: layers, L (nm), X, X/sinh X, from levels
  10   2.90 0.3915 0.9749 0.9749
  20   5.80 0.7830 0.9047 0.9046
  30   8.70 1.1745 0.8024 0.8023
  60  17.40 2.3489 0.4526 0.4527
Thermal length L/X at 300 K = 7.41 nm
X/sinh X = 1/2 at X = 2.1773: L = 16.13 nm at 300 K
Same for 10 layers: T = 1668 K
Uniform cut-off spread, L = 20 nm, full turn = 0.1890 eV:
  0.5 turn: remaining 0.6366, sinc 0.6366
  1.0 turn: remaining 0.0047, sinc 0.0000
Internal-energy factor: maximum 1.1692 at X = 1.6061
  from levels, 60 layers at 205 K: 1.1691
  free-energy factor at that X: 0.6716
  internal-energy factor back to 1 at X = 2.6761
Barrier 4.0 eV above mu: added width 2/kappa = 0.1952 nm
  test at 1500 K, 10 layers: from levels 0.5263
  formula with delay 0.5253, without delay 0.5641
Neglected effects, 10 layers at 300 K:
  phonon linewidth (lambda 1.0) = 162.4 meV
  its factor exp(-lambda X) = 0.6760, from levels 0.6760
  smearing and linewidth together = 0.6591
  together they reach 1/2 at L = 4.65 nm
  X/sinh X with barrier delay = 0.9715
  X/sinh X with vF lower by 20% = 0.9612
  hard-wall width to add for neutrality = 0.1492 nm
  fixed N against fixed mu, 8-13 layers: 1.09 % of largest
  phase drift, expansion 3e-05/K over 300 K at fixed kF: 0.82 rad
  10% of area one layer thicker, 10% thinner: factor 0.607
```
